# Sinh field and cosh potential in a nonlinear-dielectric depletion layer

## First half: field, potential and width

**Theorem.** A planar oxide layer occupies \(0<x<W\) between an electrode at \(x=0\) and neutral oxide at \(x>W\). It contains ionised donors of uniform density \(N\) and no other charge. Its differential relative permittivity depends on the field \(E\) as

\[
\varepsilon_r(E)=\frac{b}{\sqrt{a+E^2}},\qquad a>0,\quad b>0 .
\]

If the field and the potential vanish at \(x=W\), then in the layer

\[
E(x)=-\sqrt a\,\sinh\frac{W-x}{\lambda},\qquad
\phi(x)=-V_s\left[\cosh\frac{W-x}{\lambda}-1\right],
\]

\[
\lambda=\frac{b}{4\pi N},\qquad V_s=\sqrt a\,\lambda .
\]

For a total band bending \(V_D=\phi(W)-\phi(0)\geq 0\), the width is

\[
W=\lambda\,\operatorname{arcosh}\left(1+\frac{V_D}{V_s}\right).
\]

### Conventions and assumptions

The algebra is in atomic units: the elementary charge, the electron mass, \(\hbar\) and \(4\pi\) times the vacuum permittivity are all one. The vacuum permittivity is therefore \(1/(4\pi)\). A donor carries charge \(+1\) and an electron carries charge \(-1\), so an electron has potential energy \(-\phi\).

The displacement \(D\) is the field variable whose source is the charge not already counted in the polarisation of the oxide. Here that charge is the donor charge. The word *differential* in the theorem means

\[
\frac{dD}{dE}=\frac{\varepsilon_r(E)}{4\pi}.
\]

This is the response to a small extra field on top of a field that is already present. It differs from the ratio \(4\pi D/E\) whenever the dielectric is nonlinear. The theorem is tied to the differential meaning; the result of the other reading is derived at the end of this half.

At zero field the permittivity is \(\varepsilon_r(0)=b/\sqrt a\), so that

\[
b=\varepsilon_r(0)\sqrt a .
\]

The quantity \(\sqrt a\) is a field. At \(|E|=\sqrt a\) the permittivity has fallen to \(\varepsilon_r(0)/\sqrt2\). Well above that field it falls as \(b/|E|\).

The response is taken to be local, free of hysteresis and directed along \(x\). The law is a model for a limited range of fields. It tends to zero at large field, whereas a real oxide keeps at least its electronic polarisability and the response of the vacuum.

### Lemma 1: the displacement is linear in position

*In the layer, \(D(x)=-N(W-x)\).*

**Proof.** Gauss's law in one dimension is \(dD/dx=N\), because the charge density is \(+N\). There is no factor \(4\pi\) here, since it has been placed in the relation between \(D\) and \(E\). Integration from \(x\) to \(W\) gives

\[
D(W)-D(x)=N(W-x).
\]

The field at \(W\) is zero. The displacement there is also zero, because the oxide has no polarisation in zero field. Hence \(D(x)=-N(W-x)\). ∎

The minus sign says that the field points from the positive donors towards the electrode, which holds the compensating negative charge. This lemma does not depend on the dielectric law. The law decides how much field is needed to carry the given displacement.

### Lemma 2: the dielectric law in integrated form

*The differential law with \(D(0)=0\) is equivalent to*

\[
D=\frac{b}{4\pi}\operatorname{arsinh}\frac{E}{\sqrt a},
\qquad
E=\sqrt a\,\sinh\frac{4\pi D}{b}.
\]

**Proof.** Integrate the definition from zero field:

\[
D=\frac{b}{4\pi}\int_0^E\frac{dE'}{\sqrt{a+E'^2}} .
\]

Put \(E'=\sqrt a\sinh q\). Then \(dE'=\sqrt a\cosh q\,dq\), and

\[
\sqrt{a+E'^2}=\sqrt{a(1+\sinh^2q)}=\sqrt a\cosh q .
\]

The positive root is correct because \(\cosh q>0\). The integrand becomes \(dq\), so the integral equals the final value of \(q\), which is \(\operatorname{arsinh}(E/\sqrt a)\). The inverse hyperbolic sine is strictly increasing, so the relation can be inverted for every real \(D\). Conversely, differentiating the first relation returns \(b/(4\pi\sqrt{a+E^2})\). ∎

### Proof of the theorem

Insert Lemma 1 into the second form of Lemma 2:

\[
E(x)=\sqrt a\,\sinh\left[-\frac{4\pi N}{b}(W-x)\right].
\]

The hyperbolic sine is odd, and \(4\pi N/b=1/\lambda\). This gives

\[
E(x)=-\sqrt a\,\sinh\frac{W-x}{\lambda}.
\]

The potential follows from \(E=-d\phi/dx\), so

\[
\frac{d\phi}{dx}=\sqrt a\,\sinh\frac{W-x}{\lambda}.
\]

Integrate from \(x\) to \(W\), with \(\phi(W)=0\):

\[
-\phi(x)=\sqrt a\int_x^W\sinh\frac{W-x'}{\lambda}\,dx' .
\]

With \(q=(W-x')/\lambda\), one has \(dx'=-\lambda\,dq\). The limits become \((W-x)/\lambda\) and \(0\), and exchanging them removes the minus sign:

\[
-\phi(x)=\sqrt a\,\lambda\int_0^{(W-x)/\lambda}\sinh q\,dq
=V_s\left[\cosh\frac{W-x}{\lambda}-1\right].
\]

This is the stated potential. At the electrode,

\[
V_D=-\phi(0)=V_s\left(\cosh\frac W\lambda-1\right).
\]

For \(W\geq0\) the right-hand side increases steadily from zero without limit. Each \(V_D\geq0\) therefore gives one width, and solving for it gives the stated formula. ∎

The electron energy \(-\phi\) rises from the neutral edge towards the electrode. It is the bent conduction-band edge measured from its value in the bulk. Since \(b\) contains no doping, a larger \(N\) shortens \(\lambda\) in inverse proportion.

### Corollary 1: peak field and local permittivity

Write \(u=V_D/V_s\) and let \(E_m=|E(0)|\). Because \(\cosh(W/\lambda)=1+u\),

\[
E_m=\sqrt a\,\sinh\frac W\lambda
=\sqrt a\,\sqrt{(1+u)^2-1}
=\sqrt a\,\sqrt{u^2+2u}.
\]

The local permittivity is obtained from \(\sqrt{a+E^2}=\sqrt a\cosh[(W-x)/\lambda]\):

\[
\varepsilon_r(x)=\frac{\varepsilon_r(0)}{\cosh[(W-x)/\lambda]},
\qquad
\varepsilon_r\text{ at the electrode}=\frac{\varepsilon_r(0)}{1+u}.
\]

Here \(\varepsilon_r(0)\) denotes the zero-field value, which is found at the neutral edge. The oxide is dielectrically softest at that edge and stiffest at the electrode. Equal steps of displacement therefore need larger steps of field as the electrode is approached.

### Remark: weak and strong bending

For \(u\ll1\), put \(w=W/\lambda\) and expand

\[
u=\cosh w-1=\frac{w^2}{2}+\frac{w^4}{24}+\cdots .
\]

The leading term gives \(w^2=2u\). Replacing \(w^4\) by \(2u\,w^2\) in the correction gives \(w^2\simeq2u(1-u/6)\), and the square root gives

\[
W\simeq\lambda\sqrt{2u}\left(1-\frac u{12}\right).
\]

The leading width can be rewritten using \(\lambda/\sqrt a=\varepsilon_r(0)/(4\pi N)\):

\[
W_0=\lambda\sqrt{2u}
=\sqrt{\frac{2V_D\lambda}{\sqrt a}}
=\sqrt{\frac{\varepsilon_r(0)V_D}{2\pi N}} .
\]

This is the width for constant permittivity \(\varepsilon_r(0)\), where the potential is a parabola. The corresponding peak field is \(E_0=\sqrt a\sqrt{2u}\). For any positive \(u\), the terms omitted from the cosh series are positive, so \(W<W_0\) at the same \(V_D\). Also,

\[
\frac{E_m}{E_0}=\sqrt{\frac{u^2+2u}{2u}}=\sqrt{1+\frac u2}.
\]

The nonlinear layer is thinner and has a higher peak field than the constant-permittivity layer with the same band bending and doping.

For \(u\gg1\), expand the square root in \(E_m=\sqrt a\sqrt{(1+u)^2-1}\):

\[
E_m\simeq\sqrt a\left[1+u-\frac1{2(1+u)}\right].
\]

Since \(\sqrt a\,u=V_D/\lambda\), the peak field approaches \(\sqrt a+V_D/\lambda\). The width grows as \(\lambda\ln[2(1+u)]\), because \(\operatorname{arcosh}z\simeq\ln(2z)\) for large \(z\). Further voltage then raises the peak field almost in proportion, but the width only logarithmically.

### Worked example at zero bias

The example uses rough parameters in the regime of a Schottky junction on niobium-doped strontium titanate at 300 K: \(\varepsilon_r(0)=300\), \(\sqrt a=0.5\) MV/cm and \(N=3\times10^{19}\) cm\(^{-3}\). The band bending without applied voltage is 1.2 V. Thus

\[
b=300\times0.5\ \text{MV/cm}=150\ \text{MV/cm}.
\]

With the vacuum permittivity \(\epsilon_v\) and the elementary charge \(e\) restored, \(\lambda=\epsilon_v b/(eN)\). The numerator is \(8.854\times10^{-14}\) F/cm times \(1.5\times10^8\) V/cm, or 13.28 μC/cm\(^2\). The denominator is 4.806 C/cm\(^3\). Their ratio is \(\lambda=27.63\) nm. Since 0.5 MV/cm is 0.05 V/nm,

\[
V_s=0.05\times27.63\ \text{V}=1.382\ \text{V},
\qquad u=\frac{1.2}{1.382}=0.869 .
\]

The width and peak field are

\[
W=27.63\,\operatorname{arcosh}(1.869)\ \text{nm}=34.2\ \text{nm},
\]

\[
E_m=0.5\sqrt{0.869^2+2(0.869)}\ \text{MV/cm}=0.789\ \text{MV/cm}.
\]

Constant permittivity would give 36.4 nm and 0.659 MV/cm. The nonlinear peak field is larger by the factor \(\sqrt{1+0.869/2}=1.20\), while the width is 6% smaller than the constant-permittivity width. At the electrode the permittivity is \(300/1.869=161\).

### Proposition: the ratio reading gives a different layer

*Suppose instead that \(4\pi D/E=b/\sqrt{a+E^2}\). With \(t=(W-x)/\lambda\), the layer then has*

\[
|E|=\frac{\sqrt a\,t}{\sqrt{1-t^2}},\qquad
|\phi|=V_s\left(1-\sqrt{1-t^2}\right),\qquad 0\leq t<1 .
\]

**Proof.** Lemma 1 still gives \(|D|=N(W-x)\). Insert it into the assumed ratio and divide by \(b/(4\pi)\):

\[
t=\frac{|E|}{\sqrt{a+|E|^2}} .
\]

Squaring gives \(t^2(a+|E|^2)=|E|^2\), so \(|E|^2(1-t^2)=at^2\). The positive root is the stated field. Integrating it over distance gives

\[
|\phi|=\sqrt a\,\lambda\int_0^t\frac{q\,dq}{\sqrt{1-q^2}}
=V_s\left(1-\sqrt{1-t^2}\right). \qquad ∎
\]

In this reading the displacement saturates at \(b/(4\pi)\). The width must stay below \(\lambda\), and the band bending must stay below \(V_s\), if the field is to be finite.

For \(V_D=1.2\) V in the example, \(\sqrt{1-t^2}=1-0.8686=0.1314\) at the electrode, hence \(t=0.991\). The width would be 27.4 nm and the peak field 3.77 MV/cm, nearly five times the value from the differential law. At \(V_D=3.2\) V there would be no finite-field solution, because 3.2 V exceeds 1.382 V. The meaning assigned to a measured permittivity is thus part of the hypothesis. The second half shows why a small-signal capacitance under bias supplies the differential one.

## Second half: capacitance and limits of the model

The electrode is at \(x=0\), the neutral edge is at \(x=W\), and \(N\) is the donor density. The differential permittivity is \(b/\sqrt{a+E^2}\), with zero-field value \(\varepsilon_r(0)=b/\sqrt a\). In atomic units, \(\lambda=b/(4\pi N)\), \(V_s=\sqrt a\lambda\) and \(u=V_D/V_s\), where \(V_D\) is the total band bending. The first half gives

\[
|E|=\sqrt a\sinh\frac{W-x}{\lambda},\qquad
|\phi|=V_s\left[\cosh\frac{W-x}{\lambda}-1\right],
\]

\[
\cosh\frac W\lambda=1+u,\qquad E_m=\sqrt a\sqrt{u^2+2u}.
\]

The example has \(\varepsilon_r(0)=300\), \(\sqrt a=0.5\) MV/cm, \(N=3\times10^{19}\) cm\(^{-3}\), \(\lambda=27.63\) nm and \(V_s=1.382\) V.

### Corollary 2: capacitance

*When donor charge is added or removed at the depletion edge, the differential capacitance per area is \(C=N/E_m\), and*

\[
\frac1{C^2}=\frac{8\pi V_D}{\varepsilon_r(0)N}
+\left(\frac{4\pi V_D}{b}\right)^2 .
\]

**Proof.** The charge per area is \(Q=NW\). Differentiate \(V_D=V_s[\cosh(W/\lambda)-1]\):

\[
\frac{dV_D}{dW}=\frac{V_s}{\lambda}\sinh\frac W\lambda
=\sqrt a\sinh\frac W\lambda=E_m .
\]

Therefore \(C=dQ/dV_D=N\,dW/dV_D=N/E_m\). Squaring its inverse gives

\[
\frac1{C^2}=\frac{a(2u+u^2)}{N^2}.
\]

For the first term, use \(u=V_D/(\sqrt a\lambda)\) and \(\lambda=b/(4\pi N)\):

\[
\frac{2au}{N^2}=\frac{2\sqrt a\,V_D}{\lambda N^2}
=\frac{8\pi\sqrt a\,V_D}{bN}
=\frac{8\pi V_D}{\varepsilon_r(0)N}.
\]

For the second, \(au^2/N^2=[V_D/(\lambda N)]^2=(4\pi V_D/b)^2\). ∎

The same capacitance follows from the local response. A small charge \(\delta Q\) per area added at the edge changes \(|D|\) by \(\delta Q\) throughout the layer. The change of field is \(4\pi\,\delta Q/\varepsilon_r(E)\), by the definition of the differential permittivity. Summing the voltage changes gives

\[
\frac1C=\int_0^W\frac{4\pi\,dx}{\varepsilon_r(E)}
=\frac{4\pi\sqrt a}{b}\int_0^W\cosh\frac{W-x}{\lambda}\,dx
=\frac{4\pi\lambda}{b}E_m=\frac{E_m}{N}.
\]

The last step uses \(4\pi\lambda/b=1/N\). Thus a small-signal measurement under bias senses the differential permittivity, through the integral of its inverse over the layer.

### Remark: apparent doping

With constant permittivity, the slope of \(1/C^2\) against voltage would be \(8\pi/[\varepsilon_r(0)N]\). Here the slope is

\[
\frac{d(1/C^2)}{dV_D}
=\frac{8\pi}{\varepsilon_r(0)N}+\frac{32\pi^2V_D}{b^2}
=\frac{8\pi}{\varepsilon_r(0)N}(1+u).
\]

The factor follows from \(u=4\pi NV_D/(b\sqrt a)=4\pi N\varepsilon_r(0)V_D/b^2\). Reading this local slope with constant \(\varepsilon_r(0)\) would assign the doping

\[
N_{\rm app}=\frac N{1+u}.
\]

The apparent fall of doping with reverse bias is here a dielectric effect, since the true doping is uniform. At zero bias \(N_{\rm app}=1.61\times10^{19}\) cm\(^{-3}\), already about half the actual value.

### Worked example at 2 V reverse bias

If the whole 2 V reverse bias falls across the depletion layer, \(V_D=1.2+2=3.2\) V and \(u=3.2/1.382=2.316\). Then

\[
W=27.63\,\operatorname{arcosh}(3.316)\ \text{nm}=51.6\ \text{nm},
\]

\[
E_m=0.5\sqrt{2.316^2+2(2.316)}\ \text{MV/cm}=1.58\ \text{MV/cm}.
\]

In atomic units these are 976 bohr and \(3.07\times10^{-4}\). Constant permittivity at the same bending and doping would give 59.5 nm and 1.08 MV/cm. The profile is as follows.

| \(x\) (nm) | \(E\) (MV/cm) | \(\phi\) (V) |
|---:|---:|---:|
| 0 | −1.581 | −3.200 |
| 10 | −1.072 | −1.888 |
| 20 | −0.706 | −1.008 |
| 30 | −0.433 | −0.445 |
| 40 | −0.217 | −0.124 |

The first 20 nm carry \(3.200-1.008=2.192\) V, or 68% of the bending. For constant permittivity the fraction would be \(1-(39.5/59.5)^2=56\%\).

The sheet charge is 4.806 C/cm\(^3\) times 51.6 nm, or 24.8 μC/cm\(^2\). The capacitance is \(4.806/(1.581\times10^6)\) F/cm\(^2\), or 3.04 μF/cm\(^2\). At zero bias they are 16.4 μC/cm\(^2\) and 6.09 μF/cm\(^2\). The apparent doping has fallen to \(9.05\times10^{18}\) cm\(^{-3}\).

### Remark: comparison with a Landau dielectric

A Landau dielectric with a quartic energy has

\[
E=\alpha D+\beta D^3,\qquad
\frac{dD}{dE}=\frac1{\alpha+3\beta D^2}.
\]

At small field \(D\simeq E/\alpha\), so its response is \((1/\alpha)(1-3\beta E^2/\alpha^3)\). The law of the theorem gives \([\varepsilon_r(0)/(4\pi)][1-E^2/(2a)]\). Matching both terms requires

\[
\alpha=\frac{4\pi}{\varepsilon_r(0)},\qquad
\beta=\frac{\alpha^3}{6a}.
\]

Put \(d=(W-x)/\lambda\). Lemma 1 gives \(\alpha|D|=\sqrt a\,d\), hence \(\beta|D|^3=\sqrt a\,d^3/6\). The Landau field and potential are

\[
|E|=\sqrt a\left(d+\frac{d^3}{6}\right),\qquad
|\phi|=V_s\left(\frac{d^2}{2}+\frac{d^4}{24}\right).
\]

They are the first terms of the sinh and cosh results. At large field the two laws part: the Landau permittivity falls as \(|E|^{-2/3}\), because \(D\) grows as \(|E|^{1/3}\), whereas the theorem's law falls as \(|E|^{-1}\).

At \(V_D=3.2\) V, setting \(|\phi|/V_s=2.316\) gives \(d^4+12d^2-55.6=0\). The positive root is \(d=1.89\), hence a width of 52.2 nm and a peak field of 1.51 MV/cm. This field is 5% below the sinh value. The difference measures the sensitivity to the form of the law; neither value is an experimental reference.

### Lemma 3: electrons at the depletion edge

*Let \(\psi=-\phi\), and let mobile electrons have density \(n(\psi)\), with \(n(0)=N\) in the neutral bulk. The peak-field formula remains valid if \(V_D\) is replaced by*

\[
V_D-\delta,\qquad \delta=\frac1N\int_0^{V_D}n(\psi)\,d\psi .
\]

**Proof.** Let \(s\) increase from the bulk towards the electrode, and let \(F=|E|\). Then \(d|D|/ds=N-n\) and \(d\psi/ds=F\). Multiplying the first equation by \(F\,ds=d\psi\) gives \(F\,d|D|=(N-n)\,d\psi\). Insert the dielectric law and integrate from the bulk, where \(F=\psi=0\):

\[
\frac b{4\pi}\left(\sqrt{a+E_m^2}-\sqrt a\right)=N(V_D-\delta).
\]

Division by \(b/(4\pi)\) gives \(\sqrt{a+E_m^2}=\sqrt a[1+(V_D-\delta)/V_s]\). Squaring and subtracting \(a\) gives the earlier formula with the stated replacement. ∎

For non-degenerate electrons \(n=Ne^{-\psi/k_BT}\), and therefore \(\delta=k_BT(1-e^{-V_D/k_BT})\), with \(k_BT=0.0259\) eV at 300 K. To include degeneracy, take three equivalent conduction valleys with rough masses 0.7, 0.7 and 7 electron masses along their principal axes. With \(m_d=(0.7^2\times7)^{1/3}\), spin and valleys give

\[
n(\psi)=\frac{3\sqrt2\,m_d^{3/2}}{\pi^2}
\int_0^\infty\frac{\sqrt\epsilon\,d\epsilon}
{1+\exp[(\epsilon+\psi-\mu)/k_BT]} .
\]

Solving \(n(0)=N\) numerically places the Fermi level \(\mu\) 0.038 eV below the bulk band edge. Numerical quadrature then gives \(\delta=0.0268\) V. The peak field becomes 1.57 MV/cm, less than 1% below the depletion result.

### Barrier lowering

The theorem gives the electrostatic barrier, not the current. Under reverse bias, electrons from the electrode may tunnel below its top. For an electron at depth \(\eta\) below the top, let \(x_t\) be the point where the barrier \(\psi(x)\) falls to its energy. The leading semiclassical exponent is

\[
S(\eta)=2\int_0^{x_t}
\sqrt{2m[\psi(x)-V_D+\eta]}\,dx .
\]

Relative to emission over the top, thermal occupation gains a factor \(e^{\eta/k_BT}\). The largest value of \(\eta-k_BTS(\eta)\) is an effective lowering, apart from prefactors. Numerical quadrature and maximisation at 2 V reverse bias give 0.155 eV for \(m=0.7\) and 0.017 eV for \(m=7\). These values describe only the most favourable depth. Many depths contribute, and the semiclassical ratio of the total current to the current over the top is

\[
1+\frac1{k_BT}\int e^{\eta/k_BT-S(\eta)}\,d\eta ,
\]

with the integral taken over depths from the top down to the electrode Fermi level, where the integrand is already negligible. Numerically it is about \(5\times10^3\) for \(m=0.7\) and about 9 for \(m=7\). These ratios omit the image force and use a parabolic band inside the gap. For the light mass the most favourable depth is 0.44 eV, and a two-band decay constant with a gap of 3.2 eV roughly doubles the ratio, so it is an order of magnitude only. Tunnelling is thus much weaker for the heavy mass, but not negligible compared with emission over the top in the same valley, even though the lowering of 0.017 eV is below \(k_BT\). The two masses do not describe alternative junctions. Each of the three valleys has its heavy mass along a different cubic axis, so a junction normal to such an axis has two valleys with the light mass and one with the heavy mass. In this estimate the two light valleys carry nearly all of the current, most of it by tunnelling.

A straight barrier of slope \(E_m\) explains the mass dependence. Its exponent is \(S=4\sqrt{2m}\,\eta^{3/2}/(3E_m)\). Setting \(dS/d\eta=1/k_BT\) gives \(\eta=E_m^2/[8m(k_BT)^2]\). Since \(S=\tfrac23\eta\,dS/d\eta\), the lowering is \(\eta/3\), or

\[
\Delta_{\rm straight}=\frac{E_m^2}{24m(k_BT)^2}.
\]

The actual barrier has a decreasing slope and is thicker at each depth. This expression is therefore an upper bound within the same estimate.

The image force also lowers the barrier. For a constant image permittivity \(\varepsilon_i\), the energy near the electrode changes by \(-E_mx-1/(4\varepsilon_i x)\). Its maximum lies at \(x=1/(2\sqrt{\varepsilon_iE_m})\), where both terms have size \(\tfrac12\sqrt{E_m/\varepsilon_i}\). The lowering is their sum, \(\sqrt{E_m/\varepsilon_i}\). A rough optical value \(\varepsilon_i=5\) gives 0.21 eV; the static value at the electrode, 90.5, gives 0.05 eV. In the second case the maximum lies only 0.16 nm from the electrode, less than a lattice spacing, so that value is formal.

The zero-bias barrier from the electrode Fermi level is \(1.2+0.038=1.24\) eV. Thermal emission grows as the exponential of the lowering divided by \(k_BT\), so a lowering of 0.1 eV or more changes the current strongly at 300 K. The tunnelling and image estimates should not be added, because the image force changes the barrier through which tunnelling occurs. With \(\varepsilon_i=5\) and \(m=0.7\), the same semiclassical estimate on the barrier that includes the image term gives a combined lowering of 0.24 eV, against a sum of 0.37 eV. The ratio of the total current to the current over the lowered top then falls to about 35 for \(m=0.7\) and about 1.7 for \(m=7\).

### Temperature and breakdown

Suppose the zero-field permittivity follows a Curie–Weiss law with a rough characteristic temperature of 35 K, while \(\beta\) stays fixed. At 358 K,

\[
\varepsilon_r(0)=300\times\frac{300-35}{358-35}=246 .
\]

The matching condition gives \(a\propto\varepsilon_r(0)^{-3}\), so \(\sqrt a\) rises to 0.673 MV/cm. With \(V_D\) and \(N\) held fixed, the peak field becomes 1.585 MV/cm, almost unchanged from 1.581 MV/cm. The reason follows from

\[
E_m^2=\frac{8\pi NV_D}{\varepsilon_r(0)}
+\left(\frac{4\pi NV_D}{b}\right)^2 .
\]

Since \(b^2=\varepsilon_r(0)^2a\) varies as \(1/\varepsilon_r(0)\), the first term rises on heating and the second falls. At 300 K they are 1.16 and 1.34 (MV/cm)\(^2\), so their changes nearly cancel. This is a feature of these parameters, this bias and this law. On the same heating the peak field rises by 5% at \(V_D=1.2\) V and falls by 1% at 4.3 V, and the Landau law with the same fixed \(\beta\) gives a rise from 1.51 to 1.54 MV/cm at 3.2 V.

For a rough breakdown field of 2 MV/cm, \(\sqrt{a+E_m^2}=\sqrt a(1+u)\) gives

\[
V_D=1.382\left(\sqrt{1+4^2}-1\right)\text{ V}=4.3\text{ V}.
\]

The corresponding reverse bias is 3.1 V. Defects and local field concentration can reduce it.

### Remark: relation to a real junction

Niobium-doped strontium titanate with a high-work-function metal is a real system for interface switching. The chosen doping and room-temperature permittivity are in its usual range, but the field scale, barrier and masses are rough. Real junctions may contain an interface layer, trapped charge and lateral variations. If such a layer takes 0.1 V of the 3.2 V, the relation

\[
\frac{dE_m}{dV_D}=\frac{a(1+u)}{V_sE_m}
\]

gives a peak field in the oxide lower by about 0.04 MV/cm, and \(dW=dV_D/E_m\) gives a width smaller by 0.6 nm. This is a favourable case. An interface layer of thickness \(t_l\) and relative permittivity \(\varepsilon_l\), free of trapped charge, carries the same displacement and takes \(4\pi NWt_l/\varepsilon_l\), so a drop of 0.1 V requires \(t_l/\varepsilon_l\) of only 0.0036 nm. If 3.2 V is the total drop across layer and oxide, a layer 1 nm thick with \(\varepsilon_l=10\) would take 1.9 V of it and leave a peak field of 0.83 MV/cm in the oxide. If instead 1.2 V is the bending in the oxide at zero bias with the layer present, only the applied 2 V is shared, which gives \(V_D=2.5\) V and 1.32 MV/cm. In the first case the field in the layer itself is 19 MV/cm, and in the second it is higher. Both are far above the breakdown field used here, so these numbers are formal and only show how sensitive the result is to the interface. The values for 2 V reverse bias therefore apply only to a nearly ideal interface; otherwise \(V_D\) must first be reduced by the drop across the layer. The mean donor spacing is 3.2 nm, so the 52 nm layer spans about 16 spacings; local fields near individual donors remain outside the model. The theorem contains no switching mechanism. It gives the electrostatics of a state once that state's band bending and uniform donor density are known.

Numerical values quoted here were computed with a short program.
